# Keesom free energy and the average energy of two rotating dipoles: test program

```python
# Result under test: for two freely rotating classical dipoles at fixed distance r,
# with u0 = p^2/(4 pi eps0 r^3) and x = u0/kT << 1,
#   interaction free energy   F = -u0^2/(3 kT)
#   mean dipole-dipole energy E = -2 u0^2/(3 kT) = 2 F
# Energies in meV, lengths in nm, temperatures in K. Averages over orientations
# use Gauss-Legendre nodes in both polar cosines and a uniform relative azimuth.
import numpy as np
from scipy import constants as sc

MEV = 1e-3 * sc.e
KB = sc.k / MEV
DEBYE = 1e-21 / sc.c                        # C m
COUL = 1 / (4 * np.pi * sc.epsilon_0)

# ---------- rough inputs of the example (alcohol vapour in a wafer dryer) ----------
dipole_D, r, T = 1.7, 0.8, 350.0
alpha = 0.007                               # polarizability volume, nm^3
osc_energy = 10e3                           # oscillator quantum, meV
offset = 0.1                                # dipole displacement from centre, nm
rot_GHz = 8.0                               # rotational constant
kT = KB * T
C = COUL * (dipole_D * DEBYE)**2 / 1e-27 / MEV   # p^2/(4 pi eps0), meV nm^3
u0 = C / r**3
x = u0 / kT

# ---------- orientation grid ----------
nodes, wts = np.polynomial.legendre.leggauss(24)
phis = 2 * np.pi * np.arange(24) / 24
c1, c2, ph = np.meshgrid(nodes, nodes, phis, indexing="ij")
W = (wts[:, None, None] * wts[None, :, None] / 4) * np.ones(24) / 24
s1, s2 = np.sqrt(1 - c1**2), np.sqrt(1 - c2**2)
n1 = np.array([s1, 0 * s1, c1])
n2 = np.array([s2 * np.cos(ph), s2 * np.sin(ph), c2])
zhat = np.array([0.0, 0.0, 1.0]).reshape(3, 1, 1, 1)


def pair_energy(dist, shift=0.0):
    """Dipole-dipole energy; each dipole sits 'shift' along its own axis."""
    d = dist * zhat + shift * (n2 - n1)
    dn = np.sqrt((d**2).sum(0))
    dot = (n1 * n2).sum(0)
    return C * (dot - 3 * (n1 * d).sum(0) * (n2 * d).sum(0) / dn**2) / dn**3


def mean(A):
    return float((W * A).sum())


def thermo(U, kt):
    """Free energy and Boltzmann-averaged energy, from the definitions."""
    zm1 = mean(np.expm1(-U / kt))
    return -kt * np.log1p(zm1), mean(U * np.exp(-U / kt)) / (1 + zm1)


U = pair_energy(r)
f = U / u0

# dipole energy against the Coulomb energy of four point charges
length = 1e-3 * r
four = 0
for a in (1, -1):
    for b in (1, -1):
        sep = r * zhat + 0.5 * length * (b * n2 - a * n1)
        four = four + a * b / np.sqrt((sep**2).sum(0))
assert np.max(np.abs(four * C / length**2 - U)) < 1e-5 * u0

# moments of the angular factor
m1, m2, m4 = mean(f), mean(f**2), mean(f**4)
assert abs(m1) < 1e-12 and abs(m2 - 2 / 3) < 1e-12 and abs(m4 - 24 / 25) < 1e-12

# main result at the example's temperature and in the high-temperature limit
F, E = thermo(U, kT)
F_lead, E_lead = -u0**2 / (3 * kT), -2 * u0**2 / (3 * kT)
assert abs(F / F_lead - 1) < 0.1 * x**2     # next order is of relative size x^2
assert abs(E / E_lead - 1) < 0.2 * x**2
Fh, Eh = thermo(U, 100 * u0)
assert abs(Eh / Fh - 2) < 2e-5
Fm, Em = thermo(U, 10 * u0)
assert abs((2 - Em / Fm) / 0.1**2 / (7 / 75) - 1) < 0.01
assert abs((np.exp(0) * -Fm / (10 * u0) - 0.1**2 / 3) / 0.1**4 / (-7 / 450) - 1) < 0.01

# gradual switching-on of the coupling
lam, lw = np.polynomial.legendre.leggauss(12)
lam, lw = (lam + 1) / 2, lw / 2
charged = []
for g in lam:
    boltz = np.exp(-g * U / kT)
    charged.append(mean(U * boltz) / mean(boltz))
F_charging = float(np.dot(lw, charged))
assert abs(F_charging / F - 1) < 1e-9

# entropy from the orientation distribution against -dF/dT
rho = np.exp(-U / kT)
rho = rho / mean(rho)
TS = -kT * mean(rho * np.log(rho))
dT = 0.5
dFdT = (thermo(U, KB * (T + dT))[0] - thermo(U, KB * (T - dT))[0]) / (2 * dT)
assert abs(TS / (-T * dFdT) - 1) < 1e-4
assert abs(TS / F_lead - 1) < 0.3 * x**2


# mean force from the energy slope of each orientation
def mean_slope(dist):
    h = 1e-4 * dist
    slope = (pair_energy(dist + h) - pair_energy(dist - h)) / (2 * h)
    boltz = np.exp(-pair_energy(dist) / kT)
    return mean(slope * boltz) / mean(boltz)


h = 1e-3 * r
Fp, Ep = thermo(pair_energy(r + h), kT)
Fn, En = thermo(pair_energy(r - h), kT)
force = -mean_slope(r)
force_F, force_E = -(Fp - Fn) / (2 * h), -(Ep - En) / (2 * h)
assert abs(force / force_F - 1) < 1e-4
assert abs(force / (3 * E / r) - 1) < 1e-5
assert abs(force_E / force - 2) < 0.01
# reversible work of approach from infinity, integrated over inverse distance
inv = lam / r
work = sum(w / r * (-mean_slope(1 / t) / t**2) for t, w in zip(inv, lw))
assert abs(work / F - 1) < 1e-5

# any coupling strength: one-dimensional integral for Z
cn, cw = np.polynomial.legendre.leggauss(200)
cn, cw = (cn + 1) / 2, cw / 2
sq = np.sqrt(1 + 3 * cn**2)


def reduced(xx):
    """F/kT and E/kT from Z = integral of sinh(x s)/(x s)."""
    Z = np.dot(cw, np.sinh(xx * sq) / (xx * sq))
    dZ = np.dot(cw, np.cosh(xx * sq) / xx - np.sinh(xx * sq) / (xx**2 * sq))
    return -np.log(Z), -xx * dZ / Z


for xx in (0.5, 1.0, 2.0):
    a, b = thermo(f, 1 / xx)
    ra, rb = reduced(xx)
    assert abs(ra / (a * xx) - 1) < 1e-8 and abs(rb / (b * xx) - 1) < 1e-8
big = 200.0
Fb, Eb = reduced(big)
assert abs(Fb - (-2 * big + np.log(6 * big**2))) < 0.02
assert abs(Eb - (-2 * big + 2)) < 0.02

# ---------- neglected effects ----------
# induction: polarization energy in the field of the other, rotating dipole
field1 = (3 * c1 * zhat - n1) / r**3
field2 = (3 * c2 * zhat - n2) / r**3
U_ind = -0.5 * alpha * C * ((field1**2).sum(0) + (field2**2).sum(0))
F_ind = mean(U_ind)
assert abs(F_ind / (-2 * alpha * C / r**6) - 1) < 1e-10
# dispersion: zero-point energy of two coupled isotropic oscillators
tensor = np.diag([1.0, 1.0, -2.0]) * alpha / r**3
modes = np.linalg.eigvalsh(np.block([[np.eye(3), tensor], [tensor, np.eye(3)]]))
F_disp = 0.5 * osc_energy * float(np.sum(np.sqrt(modes) - 1))
assert abs(F_disp / (-0.75 * osc_energy * alpha**2 / r**6) - 1) < 1e-3
# whole pair: only the Keesom part has E = 2F
F_all, E_all = thermo(U + U_ind + F_disp, kT)
F_sum = F_lead + F_ind + F_disp
assert abs(F_all / F_sum - 1) < 0.01
assert abs(E_all / F_all - (1 + F_lead / F_sum)) < 0.01
# off-centre dipoles
small = 0.005
growth = mean(pair_energy(r, small)**2) / mean(U**2) - 1
assert abs(growth / (small / r)**2 / 12 - 1) < 0.01
U_off = pair_energy(r, offset)
F_off, E_off = thermo(U_off, kT)
F_oh, E_oh = thermo(U_off, 100 * kT)
assert abs(E_oh / F_oh - 2) < 2e-3
# quantum rotation: imaginary-time correlation of linear-rotor axes
B = sc.h * rot_GHz * 1e9 / MEV
l = np.arange(0, 500)
lev = B * l * (l + 1) / kT
up = B * (l + 1) * (l + 2) / kT
down = B * l * (l - 1) / kT
Zrot = np.sum((2 * l + 1) * np.exp(-lev))
G = np.array([np.sum(l * np.exp(-(1 - t) * lev - t * down)
                     + (l + 1) * np.exp(-(1 - t) * lev - t * up)) for t in lam]) / Zrot
quantum_loss = 1 - float(np.dot(lw, G**2))
assert abs(quantum_loss / (2 * B / (3 * kT)) - 1) < 0.01

# temperature-dependent solvent screening (rough permittivities of water)
Ta, Tb, eps_a, eps_b = 293.0, 323.0, 80.0, 70.0
n_eps = np.log(eps_a / eps_b) / np.log(Tb / Ta)
Tw = 0.5 * (Ta + Tb)


def F_screened(temp):
    return thermo(U / (eps_a * (Ta / temp)**n_eps), KB * temp)[0]


Fw = F_screened(Tw)
Ew = Fw - Tw * (F_screened(Tw + dT) - F_screened(Tw - dT)) / (2 * dT)
U_eff = thermo(U / (eps_a * (Ta / Tw)**n_eps), KB * Tw)[1]
assert abs(Ew / Fw - (2 - 2 * n_eps)) < 1e-3
assert abs(U_eff / Fw - 2) < 1e-4

# ---------- output ----------
to_Jmol = MEV * sc.N_A
print(f"dipole moment: {dipole_D:.1f} D; distance: {r:.1f} nm; T: {T:.0f} K")
print(f"thermal energy kT: {kT:.2f} meV")
print(f"dipole energy scale u0: {u0:.3f} meV")
print(f"coupling x = u0/kT: {x:.4f}")
print(f"angular moments <f>, <f^2>, <f^4>: {abs(m1):.1f}, {m2:.6f}, {m4:.6f}")
print(f"F, high-T formula: {F_lead:.5f} meV")
print(f"F, full orientation integral: {F:.5f} meV = {F*to_Jmol:.2f} J/mol")
print(f"E, high-T formula: {E_lead:.5f} meV")
print(f"E, full orientation integral: {E:.5f} meV = {E*to_Jmol:.2f} J/mol")
print(f"ratio E/F, full integral: {E/F:.5f}")
print(f"ratio E/F, 2(1-7x^2/150): {2*(1-7*x*x/150):.5f}")
print(f"F by switching on the coupling: {F_charging:.5f} meV")
print(f"work of slow approach from infinity: {work:.5f} meV")
print(f"T*S from orientation distribution: {TS:.5f} meV")
print(f"heat released to surroundings: {-TS:.5f} meV")
print(f"mean radial force: {force:.4f} meV/nm")
print(f"-dF/dr: {force_F:.4f} meV/nm")
print(f"-dE/dr (wrong force): {force_E:.4f} meV/nm")
print("coupling x | F/kT | E/kT | E/F")
for xx in (0.1, 0.5, 1.0, 2.0, 5.0, 20.0, 200.0):
    a, b = reduced(xx)
    print(f"  {xx:6.1f} | {a:.5f} | {b:.5f} | {b/a:.4f}")
print(f"input polarizability volume: {alpha:.3f} nm^3")
print(f"input oscillator quantum: {osc_energy/1e3:.0f} eV")
print(f"induction free energy: {F_ind:.4f} meV")
print(f"dispersion energy: {F_disp:.4f} meV")
print(f"dispersion / Keesom F: {F_disp/F:.2f}")
print(f"whole pair F: {F_all:.4f} meV; E: {E_all:.4f} meV")
print(f"whole pair E/F: {E_all/F_all:.4f}")
print(f"dipole offset from centre: {offset:.1f} nm")
print(f"off-centre F / centred F: {F_off/F:.4f}")
print(f"off-centre E/F at {T:.0f} K: {E_off/F_off:.4f}")
print(f"off-centre E/F at {100*T:.0f} K (limit check): {E_oh/F_oh:.5f}")
print(f"rotational constant: {rot_GHz:.0f} GHz = {B:.4f} meV")
print(f"quantum reduction of |F|: {100*quantum_loss:.3f} percent")
print(f"water permittivity inputs: {eps_a:.0f} at {Ta:.0f} K, {eps_b:.0f} at {Tb:.0f} K")
print(f"exponent n in eps ~ T^-n: {n_eps:.3f}")
print(f"screened pair at {Tw:.0f} K, F: {Fw:.3e} meV")
print(f"screened pair, full energy E: {Ew:.3e} meV; E/F: {Ew/Fw:.3f}")
print(f"screened pair, mean effective potential / F: {U_eff/Fw:.4f}")
print("all tests passed")
```

Output:

```
dipole moment: 1.7 D; distance: 0.8 nm; T: 350 K
thermal energy kT: 30.16 meV
dipole energy scale u0: 3.523 meV
coupling x = u0/kT: 0.1168
angular moments <f>, <f^2>, <f^4>: 0.0, 0.666667, 0.960000
F, high-T formula: -0.13717 meV
F, full orientation integral: -0.13709 meV = -13.23 J/mol
E, high-T formula: -0.27435 meV
E, full orientation integral: -0.27400 meV = -26.44 J/mol
ratio E/F, full integral: 1.99873
ratio E/F, 2(1-7x^2/150): 1.99873
F by switching on the coupling: -0.13709 meV
work of slow approach from infinity: -0.13709 meV
T*S from orientation distribution: -0.13691 meV
heat released to surroundings: 0.13691 meV
mean radial force: -1.0275 meV/nm
-dF/dr: -1.0275 meV/nm
-dE/dr (wrong force): -2.0524 meV/nm
coupling x | F/kT | E/kT | E/F
     0.1 | -0.00333 | -0.00666 | 1.9991
     0.5 | -0.08239 | -0.16293 | 1.9776
     1.0 | -0.31924 | -0.61288 | 1.9198
     2.0 | -1.15489 | -2.04832 | 1.7736
     5.0 | -5.17896 | -7.77038 | 1.5004
    20.0 | -32.25234 | -37.96183 | 1.1770
   200.0 | -387.61496 | -397.99663 | 1.0268
input polarizability volume: 0.007 nm^3
input oscillator quantum: 10 eV
induction free energy: -0.0963 meV
dispersion energy: -1.4021 meV
dispersion / Keesom F: 10.23
whole pair F: -1.6357 meV; E: -1.7728 meV
whole pair E/F: 1.0838
dipole offset from centre: 0.1 nm
off-centre F / centred F: 1.1924
off-centre E/F at 350 K: 1.9808
off-centre E/F at 35000 K (limit check): 1.99979
rotational constant: 8 GHz = 0.0331 meV
quantum reduction of |F|: 0.073 percent
water permittivity inputs: 80 at 293 K, 70 at 323 K
exponent n in eps ~ T^-n: 1.370
screened pair at 308 K, F: -2.793e-05 meV
screened pair, full energy E: 2.066e-05 meV; E/F: -0.740
screened pair, mean effective potential / F: 2.0000
all tests passed
```
